# Connected triples in fourth-order perturbation theory: amplitudes, sign and cost

A fourth-order Møller–Plesset calculation can be run with or without triple excitations. Leaving them out saves a step whose cost grows as the seventh power of the size of the molecule; including them changes the energy by a term $E_T$. The decision needs three facts: what the term is, in which direction it moves the energy, and how its cost grows with the molecule. The theorem below supplies them, with two conditions on the short statement "never positive, at a cost of $o^3v^4$". The sign is guaranteed when the excitation denominators are positive, and the cost has a second part, $o^4v^3$.

## Setting

The letters $i,j,k,l,m$ label the $o$ occupied spin orbitals, $a,b,c,d,e$ the $v$ virtual ones, and $p,q,r,s$ any of them. In operator strings a letter is the annihilator of its orbital and a dagger marks the creator. The Hamiltonian is

$$H=\sum_{pq}h_{pq}\,p^\dagger q+\tfrac14\sum_{pqrs}\langle pq||rs\rangle\,p^\dagger q^\dagger s r ,$$

where $\langle pq||rs\rangle$ changes sign when $p,q$ or $r,s$ are exchanged.

**Assumptions.** The reference $|0\rangle$ is a single canonical Hartree–Fock determinant. With $u_{pq}=\sum_i\langle pi||qi\rangle$, this means

$$h_{pq}+u_{pq}=\varepsilon_p\delta_{pq}.$$

The partition is $H_0=\sum_p\varepsilon_p p^\dagger p$ and $V=H-H_0$, and orders count powers of $\lambda$ in $H_0+\lambda V$. No excited determinant has the zeroth-order energy $E_0$ of the reference. The wavefunction is $\Psi=|0\rangle+\lambda\Psi_1+\lambda^2\Psi_2+\dots$, with every $\Psi_n$ orthogonal to $|0\rangle$ for $n\ge1$.

Excited determinants are $|\Phi_{ij}^{ab}\rangle=a^\dagger i\,b^\dagger j|0\rangle$ and $|\Phi_{ijk}^{abc}\rangle=a^\dagger i\,b^\dagger j\,c^\dagger k|0\rangle$. They change sign when two upper or two lower labels are exchanged. Define

$$\Delta_{ijk}^{abc}=\varepsilon_a+\varepsilon_b+\varepsilon_c-\varepsilon_i-\varepsilon_j-\varepsilon_k ,$$

$$P(i/jk)f(ijk)=f(ijk)-f(jik)-f(kji),$$

and $P(a/bc)$ likewise.

## Theorem

Let $t_{ij}^{ab}=\langle ab||ij\rangle/(\varepsilon_i+\varepsilon_j-\varepsilon_a-\varepsilon_b)$ and

$$W_{ijk}^{abc}=P(i/jk)P(a/bc)\Big[\sum_e t_{jk}^{ae}\langle bc||ei\rangle-\sum_m t_{im}^{bc}\langle ma||jk\rangle\Big].$$

1. The lowest-order triples amplitude is of second order, is connected, and equals $t_{ijk}^{abc}=-W_{ijk}^{abc}/\Delta_{ijk}^{abc}$.
2. The triples part of the fourth-order energy is
$$E_T=-\frac1{36}\sum_{ijkabc}\frac{|W_{ijk}^{abc}|^2}{\Delta_{ijk}^{abc}} .$$
3. If every virtual orbital energy lies above every occupied one, then $E_T\le0$, with equality only if every $W$ vanishes.
4. Direct evaluation of all $W$ by full matrix products takes $3\binom o3\,v\binom v2(v+o)$ multiplications, or $9\binom o3\binom v3(v+o)$ if only distinct labels $a,b,c$ are formed; either count approaches $(o^3v^4+o^4v^3)/4$ for large $o$ and $v$.

## Lemma 1: the perturbation is a two-body operator plus a number

Let braces denote normal order relative to $|0\rangle$. Operators that annihilate $|0\rangle$, namely $e$ for a virtual and $m^\dagger$ for an occupied orbital, stand to the right, with the sign of the reordering. Then

$$V=V_N+E_1,\qquad V_N=\tfrac14\sum_{pqrs}\langle pq||rs\rangle\{p^\dagger q^\dagger sr\},\qquad E_1=-\tfrac12\sum_{ij}\langle ij||ij\rangle .$$

*Proof.* Since $h_{pq}=\varepsilon_p\delta_{pq}-u_{pq}$, $V$ is the two-electron operator minus $\sum u_{pq}p^\dagger q$. Apply Wick's theorem to $p^\dagger q^\dagger sr$. The nonzero contractions pair a creator with an annihilator of the same occupied orbital.

- Contracting $p^\dagger$ with $r$, or $q^\dagger$ with $s$, has sign $+$ and leaves $\sum_i\langle iq||is\rangle\{q^\dagger s\}$ or $\sum_i\langle pi||ri\rangle\{p^\dagger r\}$.
- Contracting $p^\dagger$ with $s$, or $q^\dagger$ with $r$, has sign $-$, which the antisymmetry of the integral turns into $+$.

All four therefore equal $\sum u_{pq}\{p^\dagger q\}$, and the prefactor $\frac14$ leaves it once. The two double contractions each give $\sum_{ij}\langle ij||ij\rangle$, so together they contribute half of it. The subtracted operator is $\sum u_{pq}p^\dagger q=\sum u_{pq}\{p^\dagger q\}+\sum_{ij}\langle ij||ij\rangle$. The one-body parts cancel and the numbers add to $(\frac12-1)\sum_{ij}\langle ij||ij\rangle$. $\square$

The cancellation is Brillouin's theorem in operator form: no one-body term remains to create a single excitation.

## Lemma 2: the first-order state contains only doubles

Collecting powers of $\lambda$ in the Schrödinger equation, with $E_1$ absorbed by Lemma 1, gives

$$(E_0-H_0)\Psi_1=V_N|0\rangle,$$
$$(E_0-H_0)\Psi_2=V_N\Psi_1-E_2|0\rangle,$$
$$(E_0-H_0)\Psi_3=V_N\Psi_2-E_2\Psi_1-E_3|0\rangle .$$

Acting on $|0\rangle$, a normal-ordered string survives only if it contains no operator that annihilates $|0\rangle$. Hence $p,q$ are virtual and $r,s$ occupied:

$$V_N|0\rangle=\tfrac14\sum_{abij}\langle ab||ij\rangle a^\dagger b^\dagger j i|0\rangle .$$

Because $a^\dagger i\,b^\dagger j=-a^\dagger b^\dagger ij=a^\dagger b^\dagger ji$, the state on the right is $|\Phi_{ij}^{ab}\rangle$. On it $E_0-H_0$ equals $\varepsilon_i+\varepsilon_j-\varepsilon_a-\varepsilon_b$. Dividing gives $\Psi_1=\frac14\sum t_{ij}^{ab}|\Phi_{ij}^{ab}\rangle$ with the stated $t_{ij}^{ab}$. $\square$

## Lemma 3: the coupling to triples is $W$

The claim is $\langle\Phi_{ijk}^{abc}|V_N|\Psi_1\rangle=W_{ijk}^{abc}$.

*Proof.* Going from two to three electron–hole pairs adds one particle and one hole. A four-operator string does this if three of its operators create particles or holes and one removes a particle or hole. There are two kinds.

**Particle route.** A particle $e$ is removed, particles $b,c$ and a hole $i$ are made. In $V_N$ either $r$ or $s$ can be the virtual index, and both choices are equal by antisymmetry. The operator is $\frac12\sum\langle bc||ei\rangle b^\dagger c^\dagger i e$, so each distinct pair $b,c$ has coefficient one. It must act on $\Phi_{jk}^{ae}$:

$$b^\dagger c^\dagger i e\;a^\dagger j\,e^\dagger k|0\rangle
=b^\dagger c^\dagger i\,a^\dagger j\,(e e^\dagger)k|0\rangle
=b^\dagger c^\dagger i\,a^\dagger j k|0\rangle
=-a^\dagger b^\dagger c^\dagger ijk|0\rangle .$$

The first step moves $e$ past two operators, so there is no sign. The second uses that $e$ is empty in $k|0\rangle$. The third moves $a^\dagger$ left past three operators. The target determinant is

$$a^\dagger i\,b^\dagger j\,c^\dagger k|0\rangle=-a^\dagger b^\dagger ij\,c^\dagger k|0\rangle=-a^\dagger b^\dagger c^\dagger ijk|0\rangle ,$$

one exchange for $b^\dagger$ and two for $c^\dagger$. The two agree, so the contribution is $+t_{jk}^{ae}\langle bc||ei\rangle$.

**Hole route.** A hole $m$ is filled, holes $j,k$ and a particle $a$ are made. The operator is $\frac12\sum\langle ma||jk\rangle\{m^\dagger a^\dagger kj\}$, again with coefficient one for each distinct pair $j,k$. Normal order puts $m^\dagger$ last, past three operators: $\{m^\dagger a^\dagger kj\}=-a^\dagger kj\,m^\dagger$. It must act on $\Phi_{im}^{bc}$. There

$$m^\dagger b^\dagger i\,c^\dagger m|0\rangle=b^\dagger i\,m^\dagger c^\dagger m|0\rangle=-b^\dagger i\,c^\dagger m^\dagger m|0\rangle=-b^\dagger i\,c^\dagger|0\rangle ,$$

so the two minus signs cancel and the result is

$$a^\dagger kj\,b^\dagger i\,c^\dagger|0\rangle=a^\dagger b^\dagger kji\,c^\dagger|0\rangle=-a^\dagger b^\dagger c^\dagger kji|0\rangle=+a^\dagger b^\dagger c^\dagger ijk|0\rangle .$$

The last step exchanges $k$ and $i$, an odd permutation. This is minus the target, so the contribution is $-t_{im}^{bc}\langle ma||jk\rangle$.

**Placements.** In either route, any of the three holes can play the part of $i$ and any of the three particles the part of $a$. The target is antisymmetric, so exchanging labels to reach another placement brings a minus sign. Each bracket is already antisymmetric in $j,k$ and in $b,c$, so three hole placements times three particle placements exhaust the cases. This is $P(i/jk)P(a/bc)$. $\square$

The sum over $e$ includes $e=b$ and $e=c$, and the sum over $m$ includes $m=j$ and $m=k$. In those terms one electron or hole of the double keeps its orbital while the interaction excites another electron.

## Proof of part 1

Project the equation for $\Psi_2$ on a triple. The term $E_2|0\rangle$ drops out, and $E_0-H_0$ gives $-\Delta_{ijk}^{abc}$. With Lemma 3,

$$-\Delta_{ijk}^{abc}\,\langle\Phi_{ijk}^{abc}|\Psi_2\rangle=W_{ijk}^{abc}.$$

This coefficient is also the connected amplitude. Write the wavefunction as $e^{T_1+T_2+T_3+\dots}|0\rangle$, so that its triples part is $(T_3+T_1T_2+\frac16T_1^3)|0\rangle$. By Lemma 2, $T_2$ starts at first order and $T_1$ no earlier than second. The products start at third order or later, so at second order $T_3$ is all there is. $\square$

**Remark on separated systems.** Let two systems A and B not interact, with each orbital on one of them. An integral or a doubles amplitude is nonzero only if its four labels lie on the same system. Every term of $W$ has a factor $t$ and a factor $\langle\cdot||\cdot\rangle$ sharing the label $e$ or $m$, so all its labels lie on one system. Triples spread over A and B have zero amplitude, and since $\Delta$ contains only the labels of the triple, $E_T(AB)=E_T(A)+E_T(B)$.

**Remark on other references.** If $f_{ai}=h_{ai}+u_{ai}$ does not vanish, as can happen for a restricted open-shell determinant, $V$ keeps a term $f_{ai}\{a^\dagger i\}$. It couples $\Phi_{jk}^{bc}$ to the triple through $f_{ai}t_{jk}^{bc}$, a product without a shared label. First-order singles appear as well, and off-diagonal $f_{ij}$ and $f_{ab}$ remain in $V$ unless the occupied and virtual blocks are diagonalized separately. The theorem does not apply as stated.

## Proof of part 2

Projecting the Schrödinger equation on $\langle0|$ gives $E_4=\langle0|V_N|\Psi_3\rangle$. Since $\Psi_3$ is orthogonal to $|0\rangle$ and $H_0$ is Hermitian, the equation for $\Psi_1$ lets us write

$$\langle0|V_N|\Psi_3\rangle=\langle\Psi_1|(E_0-H_0)|\Psi_3\rangle=\langle\Psi_1|V_N|\Psi_2\rangle-E_2\langle\Psi_1|\Psi_1\rangle .$$

The $E_3$ term has vanished because $\langle\Psi_1|0\rangle=0$. Now expand $\Psi_2$ in excited determinants $X$ of zeroth-order energy $E_X$. Its coefficients are $\langle X|V_N|\Psi_1\rangle/(E_0-E_X)$, hence

$$E_4=\sum_{X}\frac{|\langle X|V_N|\Psi_1\rangle|^2}{E_0-E_X}-E_2\langle\Psi_1|\Psi_1\rangle .$$

$V_N$ changes the number of excited electrons by at most two, so $X$ runs over singles, doubles, triples and quadruples. The last term contains no triples. Those in the sum contribute $-|W|^2/\Delta$ for each distinct determinant. An unrestricted sum over labels meets each determinant $3!\cdot3!=36$ times, which gives the factor $\frac1{36}$. $\square$

It follows that deleting all triples from the determinant space changes the energy first at order $\lambda^4$, where it removes exactly $E_T$. This permits a check without perturbation formulas. A random Hamiltonian with four occupied and four virtual spin orbitals was diagonalized with and without triples at complex values of $\lambda$. The $\lambda^4$ coefficient of the energy with triples minus the energy without them is $-0.000295727$ in model units, equal to the formula to all printed digits.

## Proof of part 3, and where the sign fails

Let $g>0$ be the gap between the lowest virtual and highest occupied orbital energies. Pairing each particle with a hole gives $\Delta\ge3g>0$. Every term of $E_T$ is then zero or negative, and the sum vanishes only if all $W$ do. With fewer than three electrons, or fewer than three virtual spin orbitals, there are no triples and $E_T=0$. Since $|W|=\Delta|t|$, an equivalent form is

$$E_T=-\sum_{i<j<k}\sum_{a<b<c}\Delta_{ijk}^{abc}\,|t_{ijk}^{abc}|^2 .\qquad\square$$

The mechanism is that of second-order perturbation theory: coupling to states of higher zeroth-order energy pushes the energy down. A reference with an occupied level above a virtual one can have $\Delta<0$, and such terms are positive. An extreme case reverses all orbital energies at fixed integrals. Then $t_{ij}^{ab}$, $W$ and $\Delta$ all change sign, $|W|^2$ does not, and $E_T$ becomes $-E_T$. In the random model this gives $+0.000295727$, also confirmed by diagonalization. If some $\Delta$ tends to zero while its $W$ stays away from zero, that term diverges and the expansion is unusable.

The result fixes the sign of the triples term, not that of $E_4$. For a positive gap $E_2\le0$, so $-E_2\langle\Psi_1|\Psi_1\rangle$ is not negative and works against it. Nor does a lower energy have to be a better one, since the perturbation series gives no variational bound. For CO at 1.13 Å in the STO-3G basis, the fourth-order energy lies 4.9 millihartree above full configuration interaction without triples and 5.2 millihartree below it with them.

## Proof of part 4

Take $i<j<k$, which leaves $\binom o3$ sets, each with three placements of the special hole. For one placement form

$$Z(a;bc)=\sum_e t_{jk}^{ae}\langle bc||ei\rangle-\sum_m t_{im}^{bc}\langle ma||jk\rangle$$

for all $a$ and all $b<c$. These are $v\binom v2$ numbers, each needing $v$ multiplications in the first sum and $o$ in the second. The permutations then require only additions and subtractions. The total is

$$N=3\binom o3\,v\binom v2\,(v+o).$$

For large $o$ and $v$, $\binom o3\to o^3/6$ and $\binom v2\to v^2/2$, so

$$N\to3\cdot\frac{o^3}6\cdot v\cdot\frac{v^2}2\,(v+o)=\frac{o^3v^4+o^4v^3}4 .\qquad\square$$

This count includes the numbers $Z(b;bc)$ and $Z(c;bc)$, which come with the matrix product but enter no $W$ with distinct labels. Omitting them replaces $v\binom v2$ by $(v-2)\binom v2=3\binom v3$ and gives $9\binom o3\binom v3(v+o)$, smaller by the factor $(v-2)/v$ and with the same limit. The numbers below use $N$.

The particle route supplies the fraction $v/(v+o)$ of the work. The label $o^3v^4$ is thus justified for $v\gg o$. The final energy sum runs over $\binom o3\binom v3\approx o^3v^3/36$ terms and is cheaper by one power. Each set $ijk$ can be finished and discarded before the next, so no array with six labels is stored.

At $o=100$ and $v=1000$, $N=2.67\times10^{17}$. Enlarging the basis so that $v$ doubles raises it by 15.3. Doubling the molecule in the same kind of basis doubles both numbers and raises it by 130, close to $2^7=128$.

For comparison, the doubles part of $E_4$ contains the contraction $\sum_{e<f}\langle ab||ef\rangle t_{ij}^{ef}$, with $f$ a further virtual label. With packed pairs it takes $\binom o2\binom v2^2\approx o^2v^4/8$ multiplications. The particle route of the triples, $3\binom o3 v^2\binom v2$, exceeds this by the factor $2(o-2)\,v/(v-1)$, which approaches $2o$ for large $o$ and $v$ and grows with the number of electrons.

These counts describe the direct algorithm in spin orbitals, without skipping integrals that vanish by spin. They are not a lower bound for every possible algorithm.

## Example: Li$_2$ with all electrons correlated

Two lithium atoms are placed 5.0 bohr apart, a chosen distance, and treated with RHF in the cc-pVDZ basis. There are $o=6$ and $v=50$ spin orbitals. The occupied levels are two 1s combinations at $-2.4475$ and $-2.4471$ hartree and the valence orbital at $-0.1809$ hartree. The lowest virtual level is at $0.0086$ hartree, so the gap is $0.1895$ hartree and part 3 applies.

The valence orbital holds two electrons. A triple excitation needs three, so each one must involve the core. With the 1s electrons frozen, $E_T$ is exactly zero. With all electrons active, the $\binom63=20$ sets of holes divide as follows:

| 1s electrons excited | Hole sets | Energy / $10^{-6}$ hartree |
|---|---:|---:|
| 1 | $4\cdot1=4$ | $-19.082$ |
| 2 | $6\cdot2=12$ | $-2.635$ |
| 3 | $4\cdot1=4$ | $-0.009$ |

The sum is $E_T=-21.726\times10^{-6}$ hartree, or $-0.0570$ kJ/mol. An independent spin-adapted evaluation gives the same value. The first row supplies $19.082/21.726=88\,\%$. Relative to the second-order correlation energy of $-0.020152$ hartree, $E_T$ amounts to $0.11\,\%$.

The denominators show the core's part. One 1s and two valence holes contribute at least $2.4471+2(0.1809)=2.8089$ hartree, and three particles at least $3(0.0086)=0.0258$, so $\Delta\ge2.8347$ hartree. The smallest value found is $2.8583$ hartree. It lies higher because one spatial orbital offers only two spin orbitals, and the third particle must go to another. The general bound $3g=0.568$ hartree is valid but far from reached. The mean denominator, weighted by $|t|^2$, is

$$\frac{|E_T|}{\sum|t|^2}=\frac{2.1726\times10^{-5}}{5.805\times10^{-6}}=3.74\ \text{hartree}.$$

The operation count is

$$N=3\cdot20\cdot50\cdot1225\cdot56=2.058\times10^8 ,$$

of which $1.8375\times10^8$ belong to the particle route and $2.205\times10^7$ to the hole route, a ratio of $v/o=8.3$. Forming only distinct labels $a,b,c$ would take $48/50$ of this, $1.976\times10^8$. The limiting formula would give $3.78\times10^8$, mainly because $\binom63=20$ is well below $6^3/6=36$. For few electrons the binomial count is the one to use.

The energy is no converged prediction. The basis was not designed for core correlation: $E_T$ becomes $-105$, $-136$ and $-222\times10^{-6}$ hartree in cc-pCVDZ, cc-pVTZ and cc-pCVTZ, up to ten times the cc-pVDZ value. In these three bases the share of the first row is 59 to 70 %, the ratio to the second-order energy 0.13 to 0.30 %, and the mean denominator 5.2 to 7.2 hartree, while the gap stays at $0.19$ hartree. The other fourth-order terms and all higher orders are left out. For this molecule the decision is nevertheless clear: a frozen-core calculation should skip the triples step, since its result is known to be zero.

## Values computed for the example and the checks

```
Random model, energies in model units
occupied orbital energies: [-2.  -1.7 -1.4 -1.1]
virtual orbital energies: [0.9 1.3 1.6 2. ]
E_T, formula: -0.000295727
E_T, lambda^4 term from diagonalization: -0.000295727
largest lower-order term: 1.4e-13
number of unique triples: 16
largest |t3|: 0.002277
largest t3 error against diagonalization: 1.6e-15
E_T with reversed orbital energies, formula: 0.000295727
same, diagonalization: 0.000295727
E_T of second system: -0.000294912
E_T of both systems together: -0.000590638
largest mixed |t3|: 0.0e+00
Multiplications counted in the running routine
o=3, v=4: 504
o=4, v=6: 10800
o=6, v=4: 14400
o=5, v=7: 52920
Formula at o=100, v=1000: 2.6654e+17
ratio to (o^3 v^4 + o^4 v^3)/4: 0.9692
share of particle term: 0.9091
growth on doubling v: 15.28
growth on doubling o: 8.86
growth on doubling o and v: 130.02
Li2, all-electron RHF/cc-pVDZ reference
separation: 5.0 bohr
occupied, virtual spin orbitals: 6, 50
RHF energy: -14.86924780 hartree
occupied orbital energies (hartree): [-2.44751 -2.44713 -0.18089]
lowest virtual energy: 0.00860 hartree
HOMO-LUMO gap: 0.18948 hartree
MP2 correlation energy: -0.02015173 hartree
E_T, spin-orbital formula: -0.000021726 hartree
E_T, spin-adapted library: -0.000021726 hartree
E_T: -0.05704 kJ/mol
E_T / MP2 correlation energy: 0.1078 %
1 core electron(s) excited, 4 hole sets: -0.000019082 hartree
2 core electron(s) excited, 12 hole sets: -0.000002635 hartree
3 core electron(s) excited, 4 hole sets: -0.000000009 hartree
smallest triple denominator: 2.85826 hartree
sum of unique |t3|^2: 5.8050e-06
mean denominator |E_T|/sum|t3|^2: 3.74258 hartree
unique triples: 392000
multiplications, total: 205800000
multiplications, particle term: 183750000
multiplications, hole term: 22050000
```
